# Resistivity of a Thermally Disordered Metal from Landauer Transmission: verification in Python

```python
# RESULT UNDER TEST
# The inverse mean Landauer transmission of a thermally displaced wire grows
# linearly with length, and its slope b agrees at weak coupling with
#     b = 1 / (sigma^T Lambda^+ sigma),
# the slope of the linearized Boltzmann equation for the same channels.
# Resistivity (two spins, atomic units): rho = pi * b * width^2 * a.
#
# SYMBOLS
# Simple cubic lattice, hopping -t*(1 - alpha*(bond stretch)), springs K.
# Energies inside functions are in units of t, lengths in lattice sites.
# s2 = alpha^2 kT / K : thermal coupling strength (dimensionless)
# sigma = +1/-1       : direction of motion of a channel
# Lambda              : collision matrix per site of length
# twist               : phase across the periodic transverse cell
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.integrate import quad

HARTREE_K = const.physical_constants["hartree-kelvin relationship"][0]
BOHR = const.physical_constants["Bohr radius"][0]
RHO_UNIT = const.hbar / const.e**2 * BOHR * 1e8      # micro-ohm cm


# ---------------- Boltzmann theory for discrete channels ----------------
def channel_set(width, twist, energy):
    k = (2 * np.pi * np.arange(width) + twist) / width
    ky, kz = [m.ravel() for m in np.meshgrid(k, k, indexing="ij")]
    cosine = -(energy + 2 * np.cos(ky) + 2 * np.cos(kz)) / 2
    is_open = np.abs(cosine) < 1
    kx, ky, kz = np.arccos(cosine[is_open]), ky[is_open], kz[is_open]
    kvec = np.vstack([np.column_stack([kx, ky, kz]),
                      np.column_stack([-kx, ky, kz])])
    speed = np.tile(2 * np.sin(kx), 2)
    sigma = np.repeat([1.0, -1.0], len(kx))
    return kvec, speed, sigma


def collision_matrix(kvec, speed, width, s2, phonon_factor=None):
    sin2 = np.zeros((len(kvec), len(kvec)))
    change = np.zeros_like(sin2)
    for a in range(3):
        ka = kvec[:, a]
        sin2 += np.sin((ka[None, :] - ka[:, None]) / 2)**2
        change += (np.sin(ka)[None, :] - np.sin(ka)[:, None])**2
    np.fill_diagonal(sin2, 1.0)          # no scattering of k into itself
    rate = s2 * change / sin2 / (width**2 * np.outer(speed, speed))
    if phonon_factor is not None:
        rate = rate * phonon_factor(sin2)
    return np.diag(rate.sum(axis=1)) - rate


def ohmic_slope(collision, drive):
    n = len(drive)
    shift = np.mean(np.diag(collision)) / n   # removes the constant null mode
    return 1 / (drive @ np.linalg.solve(collision + shift, drive))


def kinetic_transmission(collision, sigma, length):
    n = len(sigma) // 2
    propagate = expm(-sigma[:, None] * collision * length)
    reflected = -np.linalg.solve(propagate[n:, n:],
                                 propagate[n:, :n] @ np.ones(n))
    return n - reflected.sum()


def fermi_surface(grid, energy):
    """Bulk Fermi-surface points from slices along all three axes.

    A slice along axis a has weight 1/|v_a|; the partition v_a^2/|v|^2 makes
    it |v_a|/|v|^2 = 1/effective_speed, which is finite at slice edges.
    The half-step grid is symmetric under inversion.
    """
    kvec, speed, _ = channel_set(grid, np.pi, energy)
    points = np.vstack([np.roll(kvec, a, axis=1) for a in range(3)])
    velocity = 2 * np.sin(points)
    effective_speed = np.sum(velocity**2, axis=1) / np.tile(speed, 3)
    return points, effective_speed, velocity[:, 0] / effective_speed


# ---------------- thermal displacements and Landauer transmission -------
def thermal_strain(rng, copies, length, width):
    """Bond stretches times alpha, for s2 = 1: (direction, copy, x, y, z)."""
    shape = (length, width, width)
    grids = np.meshgrid(*[np.fft.fftfreq(m) for m in shape], indexing="ij")
    stiffness = 4 * sum(np.sin(np.pi * f)**2 for f in grids)
    stiffness[0, 0, 0] = np.inf          # rigid translation left out
    noise = rng.standard_normal((3, copies) + shape)
    u = np.fft.ifftn(np.fft.fftn(noise, axes=(2, 3, 4))
                     / np.sqrt(stiffness), axes=(2, 3, 4)).real
    return np.stack([np.roll(u[a], -1, axis=1 + a) - u[a] for a in range(3)])


def lead(width, twist, energy):
    p = 2 * np.pi * np.arange(width) / width
    wave = np.exp(1j * np.outer(np.arange(width), p)) / np.sqrt(width)
    waves = np.kron(wave, wave)
    c = 2 * np.cos(p + twist / width)
    eps = energy + (c[:, None] + c[None, :]).ravel()
    root = np.sqrt(np.abs(eps**2 - 4))
    is_open = np.abs(eps) < 2
    surface = np.where(is_open, eps - 1j * root, eps - np.sign(eps) * root) / 2
    self_energy = (waves * surface) @ waves.conj().T
    flux_waves = waves[:, is_open] * np.sqrt(root[is_open])
    return self_energy, flux_waves


def landauer(strain, twist, energy, lengths):
    copies, width = strain.shape[1], strain.shape[3]
    n = width**2
    flat = strain.reshape(3, copies, strain.shape[2], n)
    site = np.arange(n)
    grid = site.reshape(width, width)
    neighbours = [np.roll(grid, -1, axis=b).ravel() for b in (0, 1)]
    phase = np.exp(-1j * twist / width)
    self_energy, flux_waves = lead(width, twist, energy)
    result = []
    for x in range(max(lengths)):
        inverse = np.zeros((copies, n, n), complex)
        inverse[:, site, site] = energy
        for b in (0, 1):
            hop = (1 - flat[b + 1, :, x]) * phase
            inverse[:, neighbours[b], site] += hop
            inverse[:, site, neighbours[b]] += hop.conj()
        if x == 0:
            inverse -= self_energy
            source = np.broadcast_to(flux_waves, (copies,) + flux_waves.shape)
        else:
            tau = -(1 - flat[0, :, x - 1])
            inverse -= tau[:, :, None] * green * tau[:, None, :]
            source = tau[:, :, None] * carried
        if x + 1 in lengths:
            end = np.linalg.solve(inverse - self_energy, source)
            amplitude = flux_waves.conj().T @ end
            result.append(np.sum(np.abs(amplitude)**2, axis=(1, 2)))
        green = np.linalg.inv(inverse)
        carried = green @ source
    return np.array(result)              # (length, copy)


# ---------------- model parameters (atomic units) -----------------------
a_lat, t_hop, alpha, spring, mass = 6.0, 0.05, 0.35, 0.012, 2.0e5
energy, width, twist = 0.6, 5, np.pi / 2
temperatures = np.array([400.0, 800.0, 1200.0])
lengths = np.array([40, 80, 120, 160, 200])
copies = 72
window = slice(1, None)
debye_number = (6 * np.pi**2)**(1 / 3)
theta = debye_number * np.sqrt(spring / mass) * HARTREE_K
s2_values = alpha**2 * temperatures / HARTREE_K / spring
rng = np.random.default_rng(20)

# ---------------- test: scattering matrix element from bond sums --------
dims = (4, 3, 5)
n_cell = int(np.prod(dims))
positions = np.array(list(np.ndindex(*dims)))
offset = np.array([0.3, 0.7, 1.1]) / np.array(dims)
k_in = 2 * np.pi * np.array([1, 0, 2]) / np.array(dims) + offset
k_out = 2 * np.pi * np.array([2, 2, 1]) / np.array(dims) + offset
force = np.zeros((n_cell, n_cell))
coefficients = np.zeros((3, n_cell), complex)
for i, r in enumerate(positions):
    for a in range(3):
        r2 = r + np.eye(3, dtype=int)[a]
        j = np.ravel_multi_index(tuple(r2 % np.array(dims)), dims)
        force[i, i] += 1
        force[j, j] += 1
        force[i, j] -= 1
        force[j, i] -= 1
        bond = (np.exp(1j * (k_in @ r - k_out @ r2))
                + np.exp(1j * (k_in @ r2 - k_out @ r))) / n_cell
        coefficients[a, j] += bond
        coefficients[a, i] -= bond
covariance = np.linalg.pinv(force, rcond=1e-10, hermitian=True)
element_sum = n_cell * sum((c.conj() @ covariance @ c).real
                           for c in coefficients)
element_formula = -collision_matrix(np.array([k_in, k_out]), np.ones(2),
                                    1, 1.0)[0, 1]
assert abs(element_sum / element_formula - 1) < 1e-9

# ---------------- test: sampled strain and Landauer recursion -----------
unit_strain = thermal_strain(rng, copies, 216, width)
strain_sum = np.mean(unit_strain**2, axis=(1, 2, 3, 4)).sum()
assert abs(strain_sum - 1) < 0.01

kvec, speed, sigma = channel_set(width, twist, energy)
n_open = len(sigma) // 2
clean = landauer(np.zeros((3, 1, 6, width, width)), twist, energy, [6])[0, 0]
assert abs(clean - n_open) < 1e-8

short = 0.2 * unit_strain[:, :1, :4]
n_slab = width**2
hamiltonian = np.zeros((4 * n_slab, 4 * n_slab), complex)
for x, y, z in np.ndindex(4, width, width):
    here = x * n_slab + y * width + z
    targets = [(1, x * n_slab + (y + 1) % width * width + z),
               (2, x * n_slab + y * width + (z + 1) % width)]
    if x < 3:
        targets.append((0, here + n_slab))
    for direction, there in targets:
        ph = 1 if direction == 0 else np.exp(-1j * twist / width)
        value = -(1 - short[direction, 0, x, y, z]) * ph
        hamiltonian[there, here] += value
        hamiltonian[here, there] += np.conj(value)
sig, _ = lead(width, twist, energy)
dense = energy * np.eye(4 * n_slab) - hamiltonian
dense[:n_slab, :n_slab] -= sig
dense[-n_slab:, -n_slab:] -= sig
g_end = np.linalg.inv(dense)[-n_slab:, :n_slab]
gamma = 1j * (sig - sig.conj().T)
t_dense = np.trace(gamma @ g_end @ gamma @ g_end.conj().T).real
t_recursive = landauer(short, twist, energy, [4])[0, 0]
assert abs(t_dense - t_recursive) < 1e-8

# ---------------- main calculation: Landauer against Boltzmann ----------
all_strain = np.concatenate([np.sqrt(s) * unit_strain for s in s2_values],
                            axis=1)
samples = landauer(all_strain, twist, energy, lengths.tolist())
samples = samples.reshape(len(lengths), len(temperatures), copies)


def fitted_line(transmission):
    return np.polyfit(lengths[window], 1 / transmission[window], 1)


rows, kinetic_curves = [], []
for i, s2 in enumerate(s2_values):
    t_all = samples[:, i]
    slope, intercept = fitted_line(t_all.mean(axis=1))
    leave_one_out = (t_all.sum(axis=1)[:, None] - t_all) / (copies - 1)
    error = np.sqrt((copies - 1) * np.var(fitted_line(leave_one_out)[0]))
    collision = collision_matrix(kvec, speed, width, s2)
    kinetic = np.array([kinetic_transmission(collision, sigma, L)
                        for L in lengths])
    rows.append((slope, error, intercept, fitted_line(kinetic)[0],
                 ohmic_slope(collision, sigma)))
    kinetic_curves.append(kinetic)
rows, kinetic_curves = np.array(rows), np.array(kinetic_curves)

# asymptotic formula against the boundary-value solution at long length
far = [1 / kinetic_transmission(collision, sigma, L) for L in (200, 300)]
far_slope = (far[1] - far[0]) / 100
assert abs(far_slope / rows[-1, 4] - 1) < 5e-3

# ---------------- weak localization: same snapshots, small twist or none -
contrast_energy = 0.07                   # far from all channel edges
contrast_twists = (0.0, 0.4)
contrast_lengths = [120, 160]
deficits = []
for phase in contrast_twists:
    coherent = landauer(np.sqrt(s2_values[-1]) * unit_strain, phase,
                        contrast_energy, contrast_lengths)
    kc, vc, sc = channel_set(width, phase, contrast_energy)
    cc = collision_matrix(kc, vc, width, s2_values[-1])
    expected = np.array([kinetic_transmission(cc, sc, L)
                         for L in contrast_lengths])
    deficits.append(np.mean(expected[:, None] - coherent, axis=0))
paired = deficits[0] - deficits[1]
contrast = paired.mean()
contrast_error = paired.std(ddof=1) / np.sqrt(copies)

# ---------------- quantum phonon factors --------------------------------
def fermi(e):
    return 0.5 * (1 - np.tanh(e / 2))


for omega in (0.5, 1.5, 3.0):            # phonon energy / kT
    bose = 1 / np.expm1(omega)
    window_sum = quad(lambda e: fermi(e) * (
        bose * (1 - fermi(e + omega)) + (bose + 1) * (1 - fermi(e - omega))),
        -40, 40, points=[-omega, 0, omega], limit=200)[0]
    x = omega / 2
    assert abs(window_sum * omega / 2 - (x / np.sinh(x))**2) < 1e-7

reduced_t = np.array([0.5, 1.0, 2.0, 4.0])
classical = ohmic_slope(collision_matrix(kvec, speed, width, 1.0), sigma)
factors = []
for ratio in reduced_t:
    def half_x(sin2, ratio=ratio):
        return np.sqrt(sin2) / (debye_number * ratio)
    inelastic = ohmic_slope(collision_matrix(
        kvec, speed, width, 1.0,
        lambda q: (half_x(q) / np.sinh(half_x(q)))**2), sigma)
    frozen = ohmic_slope(collision_matrix(
        kvec, speed, width, 1.0,
        lambda q: half_x(q) / np.tanh(half_x(q))), sigma)
    factors.append((inelastic / classical, frozen / classical))
factors = np.array(factors)

# ---------------- bulk Boltzmann resistivity ----------------------------
bulk = {}
for grid in (16, 24):
    points, effective_speed, drive = fermi_surface(grid, energy)
    bulk[grid] = grid**2 * ohmic_slope(collision_matrix(
        points, effective_speed, grid, s2_values[-1]), drive)
dos_surface = np.sum(1 / effective_speed) / grid**2 / (2 * np.pi)
# density of states by counting levels on an asymmetric grid
cx, cy, cz = [2 * np.cos(2 * np.pi * (np.arange(120) + shift) / 120)
              for shift in (0.30, 0.17, 0.41)]
levels = -(cx[:, None, None] + cy[None, :, None] + cz[None, None, :])
dos_count = np.mean(np.abs(levels - energy) < 0.1) / 0.2

# ---------------- printed results ---------------------------------------
to_rho = np.pi * width**2 * a_lat * RHO_UNIT
print(f"lattice constant {a_lat:.1f} bohr; hopping {t_hop:.3f} hartree")
print(f"alpha {alpha:.2f} 1/bohr; spring {spring:.3f} hartree/bohr^2")
print(f"mass {mass:.0f} electron masses; Debye temp. {theta:.1f} K")
print(f"Fermi energy {energy:.2f} t; open channels {n_open} of {width**2}")
print(f"snapshots {copies}; slowest channel {speed.min():.3f} t*site")
print(f"matrix element: sum {element_sum:.6f}, formula "
      f"{element_formula:.6f} t^2")
print(f"sum of bond variances / s2: {strain_sum:.4f}")
print(f"4-slab T: dense {t_dense:.6f}, recursive {t_recursive:.6f}")
for i, temp in enumerate(temperatures):
    b, err, c, b_window, b_ohm = rows[i]
    print(f"--- T = {temp:.0f} K, T/Debye = {temp / theta:.2f}, "
          f"kT/t = {temp / HARTREE_K / t_hop:.4f}")
    print(f"s2 {s2_values[i]:.5f}; rms hopping change "
          f"{100 * np.sqrt(s2_values[i] / 3):.2f} %")
    print("length (sites):      ", *[f"{L:7d}" for L in lengths])
    print("Landauer mean T:     ",
          *[f"{v:7.3f}" for v in samples[:, i].mean(axis=1)])
    print("Boltzmann T:         ", *[f"{v:7.3f}" for v in kinetic_curves[i]])
    print(f"Landauer slope {b:.6f} +- {err:.6f} /site; intercept {c:.4f}")
    print(f"Boltzmann slope: window {b_window:.6f}, ohmic {b_ohm:.6f} /site")
    print(f"rho Landauer {b * to_rho:.3f} +- {err * to_rho:.3f}, "
          f"Boltzmann {b_ohm * to_rho:.3f} micro-ohm cm")
    print(f"Landauer/Boltzmann: window {b / b_window:.4f}, "
          f"ohmic {b / b_ohm:.4f}")
print(f"rho Landauer at {temperatures[-1]:.0f} K: "
      f"{rows[-1, 0] * to_rho / RHO_UNIT:.4f} atomic units")
print(f"localization contrast: {temperatures[-1]:.0f} K, energy "
      f"{contrast_energy:.2f} t, mean of L = {contrast_lengths}")
for phase, d in zip(contrast_twists, deficits):
    print(f"  twist {phase:.1f} rad: Boltzmann T - Landauer T = "
          f"{d.mean():.3f} +- {d.std(ddof=1) / np.sqrt(copies):.3f}")
print(f"  paired difference {contrast:.3f} +- {contrast_error:.3f}")
print("rho / classical rho: inelastic Boltzmann, quantum snapshot")
for ratio, (q, f) in zip(reduced_t, factors):
    print(f"  T/Debye {ratio:.1f}: {q:.4f}, {f:.4f}")
print(f"density of states: surface {dos_surface:.5f}, "
      f"count {dos_count:.5f} per t, site, spin")
for grid, value in bulk.items():
    print(f"bulk Boltzmann rho, grid {grid}, {temperatures[-1]:.0f} K: "
          f"{np.pi * a_lat * RHO_UNIT * value:.3f} micro-ohm cm")
print(f"Boltzmann rho, width {width} / bulk: "
      f"{width**2 * rows[-1, 4] / bulk[24]:.4f}")

# ---------------- tests of the physical claims --------------------------
for i, s2 in enumerate(s2_values):
    b, err, c, b_window, b_ohm = rows[i]
    # three standard errors plus terms beyond the golden rule, of order s2
    assert abs(b / b_window - 1) < 3 * err / b_window + 3 * s2
    # finite-length transient of the kinetic curve in the fitting window
    assert abs(b_window / b_ohm - 1) < 0.10
assert abs(rows[-1, 3] / rows[-1, 4] - 1) < 0.03
# time-reversal symmetry lowers the transmission, beyond sampling noise
assert contrast > 2 * contrast_error
assert np.all(factors[:, 0] < 1) and np.all(factors[:, 1] > 1)
assert np.all(np.abs(factors[1:] - 1) < 0.08)
assert abs(factors[-1].sum() - 2) < 0.1 * (factors[-1, 1] - 1)
# finite grids: slice edges and level counting leave errors near a percent
assert abs(dos_surface / dos_count - 1) < 0.02
assert abs(bulk[16] / bulk[24] - 1) < 0.03
print("all assertions hold")
```

Printed output:

```
lattice constant 6.0 bohr; hopping 0.050 hartree
alpha 0.35 1/bohr; spring 0.012 hartree/bohr^2
mass 200000 electron masses; Debye temp. 301.5 K
Fermi energy 0.60 t; open channels 16 of 25
snapshots 72; slowest channel 0.921 t*site
matrix element: sum 1.831594, formula 1.831594 t^2
sum of bond variances / s2: 0.9977
4-slab T: dense 14.539677, recursive 14.539677
--- T = 400 K, T/Debye = 1.33, kT/t = 0.0253
s2 0.01293; rms hopping change 6.57 %
length (sites):            40      80     120     160     200
Landauer mean T:       11.519   9.041   7.466   6.366   5.550
Boltzmann T:           11.511   9.043   7.461   6.355   5.535
Landauer slope 0.000580 +- 0.000007 /site; intercept 0.0643
Boltzmann slope: window 0.000584, ohmic 0.000581 /site
rho Landauer 5.938 +- 0.073, Boltzmann 5.953 micro-ohm cm
Landauer/Boltzmann: window 0.9926, ohmic 0.9974
--- T = 800 K, T/Debye = 2.65, kT/t = 0.0507
s2 0.02586; rms hopping change 9.28 %
length (sites):            40      80     120     160     200
Landauer mean T:        9.050   6.343   4.909   3.992   3.346
Boltzmann T:            9.043   6.355   4.904   3.993   3.368
Landauer slope 0.001176 +- 0.000018 /site; intercept 0.0631
Boltzmann slope: window 0.001163, ohmic 0.001162 /site
rho Landauer 12.046 +- 0.188, Boltzmann 11.907 micro-ohm cm
Landauer/Boltzmann: window 1.0111, ohmic 1.0117
--- T = 1200 K, T/Debye = 3.98, kT/t = 0.0760
s2 0.03879; rms hopping change 11.37 %
length (sites):            40      80     120     160     200
Landauer mean T:        7.465   4.894   3.676   2.899   2.400
Boltzmann T:            7.461   4.904   3.654   2.912   2.420
Landauer slope 0.001775 +- 0.000041 /site; intercept 0.0610
Boltzmann slope: window 0.001744, ohmic 0.001743 /site
rho Landauer 18.186 +- 0.417, Boltzmann 17.860 micro-ohm cm
Landauer/Boltzmann: window 1.0182, ohmic 1.0183
rho Landauer at 1200 K: 0.8365 atomic units
localization contrast: 1200 K, energy 0.07 t, mean of L = [120, 160]
  twist 0.0 rad: Boltzmann T - Landauer T = 0.145 +- 0.046
  twist 0.4 rad: Boltzmann T - Landauer T = 0.006 +- 0.029
  paired difference 0.140 +- 0.053
rho / classical rho: inelastic Boltzmann, quantum snapshot
  T/Debye 0.5: 0.8618, 1.1475
  T/Debye 1.0: 0.9628, 1.0378
  T/Debye 2.0: 0.9905, 1.0095
  T/Debye 4.0: 0.9976, 1.0024
density of states: surface 0.14244, count 0.14284 per t, site, spin
bulk Boltzmann rho, grid 16, 1200 K: 18.912 micro-ohm cm
bulk Boltzmann rho, grid 24, 1200 K: 18.906 micro-ohm cm
Boltzmann rho, width 5 / bulk: 0.9447
all assertions hold
```
